# Linear Heat Capacity of a Glass from Two-Level Tunnelling Systems, part 1

(Sections cited here and not found follow in the second part.)

## From a uniform density of splittings to the linear law

If sound waves were the only thermal excitations of a cold insulating glass, its heat capacity would vanish as the cube of the temperature. For the arsenic selenide parameters used below, the heat capacity at 0.05 K would then be about $5.6\times10^{-9}$ J/(cm$^3$ K). Tunnelling systems of the density assumed below contribute about seventeen times as much at that temperature, and the ratio grows on further cooling. Keeping the sound waves alone would therefore underestimate the sum of these two contributions at 0.05 K by a factor of about eighteen. Heat taken up by the atomic nuclei is left out here; the condition for this is given near the end. The missing contribution is proportional to $T$, and it follows from a density of two-level splittings that does not vanish at zero energy.

In a disordered network some atoms, or small groups of atoms, can occupy two nearby positions of almost equal energy, separated by a barrier. At low temperature each well matters through its lowest state alone, provided that the next vibrational state lies many $kT$ higher; here $k$ is Boltzmann's constant. Let $\Delta\ge0$ be the energy difference between the two well states without tunnelling, and $\Delta_0>0$ the energy associated with tunnelling between them. With the zero of energy midway between the wells, the Hamiltonian in the basis of the two well states is

$$
H=\frac12(\Delta\sigma_z+\Delta_0\sigma_x)
=\frac12\begin{pmatrix}\Delta&\Delta_0\\ \Delta_0&-\Delta\end{pmatrix}.
$$

The sign of $\Delta_0$ can be changed by redefining the sign of one basis state, so taking it positive loses nothing. Likewise, $\Delta\ge0$ amounts to a choice of which well is listed first.

Squaring $H$ gives its levels. Since $\sigma_z^2=\sigma_x^2=1$ and $\sigma_z\sigma_x+\sigma_x\sigma_z=0$, the cross terms cancel, and

$$
H^2=\frac14(\Delta^2+\Delta_0^2)\,\mathbf 1 .
$$

Each eigenvalue therefore has magnitude $\frac12\sqrt{\Delta^2+\Delta_0^2}$. The trace of $H$ is zero, so the two eigenvalues have opposite signs. They are $\pm E/2$, with

$$
E=\sqrt{\Delta^2+\Delta_0^2}.
$$

This total splitting $E$ is the energy that enters thermal equilibrium. The tunnelling energy $\Delta_0$ equals $E$ only when the wells are symmetric. The distinction decides the power of $T$, as a counterexample below shows.

Consider one system in equilibrium. Its partition function is the sum of two Boltzmann factors,

$$
Z=e^{E/2kT}+e^{-E/2kT}=2\cosh\frac{E}{2kT},
$$

and its free energy is $F=-kT\ln Z$. With $\beta=1/kT$, the mean energy is

$$
U_1=-\frac{\partial\ln Z}{\partial\beta}
=-\frac E2\tanh\frac{E}{2kT}.
$$

At $T=0$ this is $-E/2$, the energy of the lower level; at high temperature it tends to zero, the average of two equally occupied levels. The temperature derivative of the argument $E/2kT$ is $-E/2kT^2$, and the derivative of the hyperbolic tangent is $1/\cosh^2$. The two minus signs cancel, so

$$
C_1=\frac{dU_1}{dT}
=\frac{E^2}{4kT^2\cosh^2(E/2kT)}=k\,h(x),
$$

$$
x=\frac{E}{kT},\qquad h(x)=\frac{x^2}{4\cosh^2(x/2)} .
$$

For $x\ll1$ the hyperbolic cosine is close to one and $h\simeq x^2/4$: both levels are already almost equally occupied, and warming changes little. For $x\gg1$, $4\cosh^2(x/2)\simeq e^x$ and $h\simeq x^2e^{-x}$: the upper level is out of thermal reach. Between these limits $h$ has a maximum where $x\tanh(x/2)=2$, which lies between $x=2$ and $x=3$. At temperature $T$ a system contributes appreciably when its splitting is comparable with $kT$.

One splitting cannot give a linear heat capacity, because $C_1$ falls exponentially on cooling. In a glass the splittings differ from site to site. Let $n(E)\,dE$ be the number of systems per unit volume with splittings between $E$ and $E+dE$. The uniform model sets

$$
n(E)=n_0\quad\text{for }0<E<E_{\max},\qquad n(E)=0\quad\text{otherwise}.
$$

Its further assumptions are that the systems are independent, that all are in equilibrium, and that the distribution does not change with temperature. The heat capacity per unit volume is then the sum of the single contributions. Substituting $E=kTx$, $dE=kT\,dx$ gives

$$
C=\int_0^{E_{\max}}n_0\,k\,h(E/kT)\,dE
=n_0k^2T\int_0^{X}h(x)\,dx,\qquad X=\frac{E_{\max}}{kT}.
$$

One factor $k$ comes from the heat capacity of each system. The factor $kT$ comes from the width of the energy window that thermal motion can reach. When $X\gg1$, the upper limit may be replaced by infinity, and all temperature dependence is in the prefactor.

It remains to evaluate the integral. Multiplying out the hyperbolic cosine gives $4\cosh^2(x/2)=e^x+2+e^{-x}=e^{-x}(e^x+1)^2$. Therefore

$$
\int_0^\infty h(x)\,dx=\int_0^\infty\frac{x^2e^x}{(e^x+1)^2}\,dx .
$$

Because $e^x/(e^x+1)^2$ is the derivative of $-1/(e^x+1)$, integration by parts gives

$$
\int_0^\infty h\,dx
=\left[-\frac{x^2}{e^x+1}\right]_0^\infty
+2\int_0^\infty\frac{x}{e^x+1}\,dx .
$$

The boundary term vanishes at zero through $x^2$ and at infinity through the exponential. For $x>0$, $e^{-x}<1$, so the remaining fraction can be expanded as a geometric series,

$$
\frac1{e^x+1}=\frac{e^{-x}}{1+e^{-x}}
=\sum_{m=1}^\infty(-1)^{m+1}e^{-mx}.
$$

Each term contributes $\int_0^\infty xe^{-mx}dx=1/m^2$. The series of these integrals converges absolutely, which justifies integrating term by term. Hence

$$
\int_0^\infty h\,dx
=2\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}.
$$

The alternating sum is the sum over all $m$ minus twice the sum over even $m$. With $\sum1/m^2=\pi^2/6$, the even terms add up to one quarter of this, so

$$
\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}
=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}
=\frac{\pi^2}{12}.
$$

The integral is $\pi^2/6$, and the heat capacity is

$$
\boxed{C=\frac{\pi^2}{6}\,n_0k^2T\qquad(kT\ll E_{\max}).}
$$

As a test by another route, the free energies of an ensemble with splittings spread uniformly from zero to $60kT$ were added and differentiated twice numerically, using $C=-T\,\partial^2F/\partial T^2$. The coefficient came out as 1.64493, which agrees with $\pi^2/6$ to the digits shown.

The result has a direct reading. Most of the heat capacity, about 88%, comes from splittings between $kT$ and $6kT$. There are $5n_0kT$ such systems per unit volume, and each contributes about $0.29k$ on average. The product is about $1.45\,n_0k^2T$; the remaining splittings bring the factor to $\pi^2/6$. Cooling reduces the number of active systems in proportion to $T$, but the uniform density ensures that some remain. A density with a gap below some $E_{\min}$ would behave differently: once $kT\ll E_{\min}$, every term of the sum would be exponentially small.

The finite upper limit fixes where the law fails on warming. At large $X$ the missing part of the integral follows from $h\simeq x^2e^{-x}$ and two integrations by parts:

$$
\int_X^\infty x^2e^{-x}dx
=X^2e^{-X}+2\int_X^\infty xe^{-x}dx
=(X^2+2X+2)e^{-X}.
$$

In the opposite limit, $kT\gg E_{\max}$, all $x$ in the integral are small. Using $h\simeq x^2/4$,

$$
C\simeq n_0k^2T\int_0^X\frac{x^2}{4}dx
=n_0k^2T\frac{X^3}{12}
=\frac{n_0E_{\max}^3}{12kT^2}.
$$

The heat capacity now falls with temperature, because a bounded set of levels can absorb only a bounded energy.

The meaning of "uniform" also needs care. Suppose that $\Delta$ and $\Delta_0$ are both uniformly distributed, with a constant density $Q$ in the quarter plane $\Delta,\Delta_0>0$. Systems with splittings between $E$ and $E+dE$ fill a quarter ring of area $(\pi/2)E\,dE$, so $n(E)=(\pi/2)QE$, which vanishes at zero energy. The same substitution as before gives

$$
C=\frac\pi2Qk^3T^2\int_0^\infty xh(x)\,dx
=\frac\pi2Qk^3T^2\;6\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^3}.
$$

Here integration by parts produces $3\int x^2/(e^x+1)\,dx$, and each exponential contributes $2/m^3$. The heat capacity is quadratic in $T$. A uniform distribution of tunnelling amplitudes thus does not by itself give the linear law; it does so in the special case $\Delta=0$, where $E=\Delta_0$.

For numbers, take an arsenic selenide glass with rough typical parameters: $n_0=10^{21}$ eV$^{-1}$cm$^{-3}$ and $E_{\max}=1$ meV. At the reference temperature $T_*=0.05$ K, $kT_*=4.309$ µeV and $X=232$, so the cutoff is irrelevant. With $k=8.617\times10^{-5}$ eV/K, the linear coefficient is

$$
\frac CT=1.645\times10^{21}\,(8.617\times10^{-5})^2
=1.22\times10^{13}\ \frac{\text{eV}}{\text{cm}^3\,\text{K}^2},
$$

or $1.96\times10^{-6}$ J/(cm$^3$ K$^2$). Multiplication by 0.05 K gives $C=9.8\times10^{-8}$ J/(cm$^3$ K). An energy window of width $kT_*$ holds $n_0kT_*=4.3\times10^{15}$ systems per cm$^3$. The whole distribution contains $n_0E_{\max}=10^{18}$ cm$^{-3}$, or about $2.8\times10^{-5}$ per atom for an atom density of $3.6\times10^{22}$ cm$^{-3}$. A sparse population suffices because its splittings reach down to thermal energies.

The sound waves set the first practical limit. In one branch with speed $v$, the number of modes per volume between wave numbers $q$ and $q+dq$ is $4\pi q^2dq/(2\pi)^3$. With $\omega=vq$ this becomes $\omega^2d\omega/(2\pi^2v^3)$. The thermal energy density, with $y=\hbar\omega/kT$, is

$$
u=\int_0^\infty\frac{\omega^2}{2\pi^2v^3}
\frac{\hbar\omega}{e^{\hbar\omega/kT}-1}\,d\omega
=\frac{(kT)^4}{2\pi^2\hbar^3v^3}\int_0^\infty\frac{y^3}{e^y-1}dy .
$$

Expanding the last fraction in powers of $e^{-y}$ gives $\sum_m6/m^4=\pi^4/15$. Differentiating $u=\pi^2(kT)^4/(30\hbar^3v^3)$ and adding one longitudinal and two transverse branches yields

$$
C_{\rm ph}=\frac{2\pi^2}{15}\,k\left(\frac{kT}{\hbar}\right)^3
\left(\frac1{v_l^3}+\frac2{v_t^3}\right).
$$

For the rough speeds $v_l=2300$ m/s and $v_t=1250$ m/s, $C_{\rm ph}$ is $5.6\times10^{-9}$ J/(cm$^3$ K) at 0.05 K, or 5.8% of the linear term. At 0.1 K it is $4.51\times10^{-8}$ J/(cm$^3$ K), so $C_{\rm ph}/T^3=4.51\times10^{-5}$ J/(cm$^3$ K$^4$). The two contributions are equal at

$$
T_\times=\left(\frac{1.957\times10^{-6}}{4.51\times10^{-5}}\right)^{1/2}\text{K}
=0.21\ \text{K}.
$$

Above this temperature the linear term remains present but is no longer the larger part. The cutoff matters later: the missing tail reaches 1% of $\pi^2/6$ at $X=8.65$, which corresponds to 1.34 K.

## The origin of the flat density and its logarithmic correction

A two-level system has asymmetry $\Delta$, tunnelling amplitude $\Delta_0$ and total splitting $E=\sqrt{\Delta^2+\Delta_0^2}$. Its heat capacity is $k\,h(x)$, with $x=E/kT$ and $h=x^2/[4\cosh^2(x/2)]$. The integral of $h$ from zero to infinity is $\pi^2/6$, so a constant density $n_0$ of splittings gives $C=(\pi^2/6)n_0k^2T$. The example has $n_0=10^{21}$ eV$^{-1}$cm$^{-3}$ at the reference temperature $T_*=0.05$ K. So far the constant density was assumed. The usual tunnelling model derives a nearly constant density from the disorder of the wells, and it also predicts how far the heat capacity departs from a straight line.

The asymmetry varies from site to site over a range much wider than $kT$. If its distribution is smooth near zero, it can be taken as constant over the small thermal window. The tunnelling amplitude depends exponentially on the barrier: $\Delta_0=\varepsilon e^{-\lambda}$, where $\varepsilon$ is an energy scale and $\lambda$ grows with the height and width of the barrier. If $\lambda$ is uniformly distributed over the relevant range and $\varepsilon$ is treated as fixed, then $|d\lambda|=d\Delta_0/\Delta_0$. With $\Delta$ and $\lambda$ independent, the number of systems per unit volume is

$$
P\,d\Delta\,d\lambda=\frac{P}{\Delta_0}\,d\Delta\,d\Delta_0 ,
$$

where $P$ is constant and, by the convention $\Delta\ge0$, counts both orientations of the wells. This is a model of the disorder, not a consequence of quantum mechanics.

To find the density in $E$, introduce $r=(\Delta_0/E)^2$, which lies between zero and one. Then $\Delta_0=E\sqrt r$ and $\Delta=E\sqrt{1-r}$. The four partial derivatives are

$$
\frac{\partial\Delta}{\partial E}=\sqrt{1-r},\quad
\frac{\partial\Delta}{\partial r}=-\frac{E}{2\sqrt{1-r}},\quad
\frac{\partial\Delta_0}{\partial E}=\sqrt r,\quad
\frac{\partial\Delta_0}{\partial r}=\frac{E}{2\sqrt r}.
$$

The Jacobian determinant is

$$
\frac E2\left(\frac{\sqrt{1-r}}{\sqrt r}+\frac{\sqrt r}{\sqrt{1-r}}\right)
=\frac{E}{2\sqrt{r(1-r)}},
$$

because the numerators add to $(1-r)+r=1$ over the common denominator. Multiplying by $P/\Delta_0=P/(E\sqrt r)$ cancels $E$:

$$
p(E,r)=\frac{P}{2r\sqrt{1-r}} .
$$

At fixed $r$ the density does not depend on $E$. This is the origin of the flat distribution. The integral over $r$, however, diverges logarithmically at $r=0$, where the wells are strongly asymmetric and tunnelling is weak. If no lower limit on $\Delta_0$ is reached first, the duration of the measurement supplies the cutoff, since systems that tunnel too slowly do not absorb heat in time.

A constant density of splittings gives a heat capacity proportional to $T$, and the tunnelling model yields a density that does not depend on $E$ at fixed $r$ but whose integral over $r$ diverges logarithmically at $r=0$. It remains to find the relaxation rate that decides which systems absorb heat within the measuring time, and from it the departure from the linear law.

Numerical values quoted here were computed with a short program.
